# When tunnelling protects thin gate oxides from plasma charging

## Definitions and conventions

A conducting antenna exposed to a plasma is connected to a gate on SiO$_2$ of thickness $t$. The antenna is positive by $V$ relative to the substrate, and this whole voltage is taken to lie across the oxide, with uniform field $F=V/t$. Electrons tunnel from the substrate (cathode) to the gate (anode). Energies are in eV and potentials in V, so the elementary charge $q$ is not written between them. Current densities refer to gate area.

**Plasma supply.** The antenna has $R$ times the gate area and collects a saturated ion current density $J_i$. Maxwellian electrons of temperature $T_e$ must climb a retarding potential, so their flux varies as $\exp(V/T_e)$. At the open-circuit voltage $V_{oc}$ the two currents cancel, which fixes the electron term:

$$J_s(V)=RJ_i\left[1-\exp\!\left(\frac{V-V_{oc}}{T_e}\right)\right].$$

**Tunnel current.** An electron at energy $\varepsilon$ below the cathode Fermi level meets a barrier of height $\varphi+\varepsilon-Vx/t$ at depth $x$. With $K=\sqrt{2m_{ox}q}/\hbar$, the WKB transmission is $\exp(-b)$, where

$$b=2K\int_0^t\sqrt{(\varphi+\varepsilon-Vx/t)_+}\,dx=\frac{4Kt}{3V}\left[(\varphi+\varepsilon)^{3/2}-(\varphi+\varepsilon-V)_+^{3/2}\right].$$

The subscript $+$ sets negative values to zero. The integral follows from taking the barrier height as the variable, for which $dx=-(t/V)\,d(\text{height})$.

For free-electron electrodes at zero temperature, $\varepsilon$ refers to the motion along $x$. Cathode states are filled up to a transverse energy $\varepsilon$. Those below $\varepsilon-V$ face filled anode states and give no net current, which leaves a range $\min(\varepsilon,V)$. The density of states is $2/(2\pi)^3$ per unit volume of wave-vector space. For motion along $x$, velocity times $dk_x$ equals $dE_x/\hbar$, and the transverse wave vectors fill an area $2\pi m_e\,dE_\perp/\hbar^2$, with both energies in joules here. The product of these factors with $q$ is $qm_e/(2\pi^2\hbar^3)$, and changing both energies to eV adds $q^2$. Electrons several eV deep hardly tunnel, so for a metal the integral may be extended to infinity:

$$J_{ox}(V,t)=J_0\int_0^\infty\min(\varepsilon,V)\exp(-b)\,d\varepsilon,\qquad J_0=\frac{q^3m_e}{2\pi^2\hbar^3}.$$

Steady state requires $J_{ox}=J_s$.

**Arrival energy.** Let $E$ be the energy, above the anode Fermi level, of an electron that started at the cathode Fermi level. If $V\le\varphi$, it tunnels directly into the anode and $E=V$. If $V>\varphi$, it enters the oxide conduction band at $x=\varphi/F$ with no kinetic energy, then gains energy from the field and loses it over a length $\ell$: $dE_k/dx=F-E_k/\ell$. Solving from $E_k=0$ over the remaining path gives

$$E=\varphi+F\ell\left[1-\exp\!\left(-\frac{t-\varphi/F}{\ell}\right)\right].$$

**Damage.** Each electron creates $\xi=\xi_5\,10^{(E-5)/s}$ traps, an empirical law with $E$ and $s$ in eV. The same $E$ is used for every electron. Those from below the Fermi level arrive with less energy, so this overstates the damage, in the example below more at 2 nm than at 5 nm. The gate is divided into $N$ straight columns of $n=t/a$ cells of side $a$; non-integer $n$ is an interpolation. After an exposure $\tau$ the mean number of traps per cell is $u=\xi(J\tau/q)a^2/n$, and a cell is occupied with probability $\lambda=1-\exp(-u)$. Breakdown needs one full column, so its probability is $1-(1-\lambda^n)^N$. At $\lambda_c=N^{-1/n}$ this equals $1-(1-1/N)^N\approx0.63$. The severity is

$$S=\frac{u}{u_c},\qquad u_c=-\ln(1-N^{-1/n}).$$

$S=1$ marks the 63% breakdown dose, called severe damage here.

## The counter-example

The claim to be refuted is that, in a given plasma, a thinner oxide is always damaged more. Take rough values for a high-density etch plasma and an antenna test structure:

- Plasma: $J_i=1$ mA/cm², $R=3000$, $T_e=3$ eV, $V_{oc}=10$ V, $\tau=30$ s.
- Oxide: $\varphi=3.1$ eV, $m_{ox}=0.42\,m_e$, $\ell=1.5$ nm.
- Damage: $\xi_5=10^{-6}$, $s=0.5$ eV per decade, $a=1$ nm, gate area 1 µm², hence $N=10^6$.

All of these are held fixed while $t$ changes. Solving $J_{ox}=J_s$ numerically gives:

| $t$ (nm) | $V$ (V) | $F$ (MV/cm) | $J$ (A/cm²) | $E$ (eV) | $S$ |
|---|---|---|---|---|---|
| 2.0 | 1.79 | 8.9 | 2.81 | 1.79 | 0.00098 |
| 2.5 | 3.31 | 13.2 | 2.68 | 3.30 | 0.20 |
| 3.0 | 3.99 | 13.3 | 2.60 | 3.82 | 0.70 |
| 4.0 | 5.30 | 13.2 | 2.37 | 4.43 | 2.5 |
| 5.0 | 6.58 | 13.2 | 2.04 | 4.73 | 3.45 |
| 8.0 | 9.65 | 12.1 | 0.33 | 4.86 | 0.21 |

The 2 nm row can be followed by hand. The supply is $3[1-\exp(-8.21/3)]=2.81$ A/cm², so 84 C/cm² passes in 30 s. That is $5.3\times10^{20}$ electrons per cm², or $5.3\times10^6$ per column of area $10^{-14}$ cm². The yield is $10^{-6}\times10^{(1.79-5)/0.5}=3.8\times10^{-13}$, which makes $2.0\times10^{-6}$ traps per column and $1.0\times10^{-6}$ per cell. The critical value is $u_c\approx10^{-3}$, so $S\approx10^{-3}$.

At 5 nm less charge passes, 61 C/cm², but the yield is $2.9\times10^{-7}$. This gives 1.1 traps per column and 0.22 per cell, against $u_c=0.065$, so $S\approx3.4$. The thinner oxide carries more charge and needs far fewer traps to fail, yet it is damaged about 3500 times less. The claim is false.

At its own current, the 2 nm oxide would reach $S=1$ at an arrival energy $E-s\log_{10}S=3.29$ eV. Tunnelling holds the voltage at 1.79 V, well short of that. Without any leakage the antenna would rise to 10 V, a field of 50 MV/cm.

The part played by direct tunnelling can be isolated by removing it. Keep only electrons that emerge in the oxide conduction band, those with $\varepsilon<V-\varphi$. No current then flows until $V>\varphi$. The 2 nm oxide settles at 3.14 V with $S=0.49$, some 500 times more damage. In this example even that is below the breakdown dose, so direct tunnelling supplies a large margin but not the whole reduction from 5 nm.

## The correct general statement

Within this model, with plasma and exposure fixed:

1. Thinning the oxide lowers the antenna voltage and raises the current.
2. If the plasma holds the voltage fixed, thinning increases $S$.
3. In general, with $v_0=s/\ln10$, thinning reduces $S$ if and only if

$$\frac{1}{v_0}\frac{dE}{dt}>-\frac{d\ln J}{dt}+\frac{d\ln(nu_c)}{dt}.\tag{1}$$

Both terms on the right are positive. They express the larger current and the easier percolation of a thin film.

## Proof

**Part 1.** At fixed $V$, $b$ is proportional to $t$, so $\partial_tJ_{ox}<0$. At fixed $t$, raising $V$ lowers the barrier at every $x>0$ and does not reduce $\min(\varepsilon,V)$, so $\partial_VJ_{ox}>0$. The supply has $J_s'<0$ and falls to zero at $V_{oc}$, while $J_{ox}$ rises from zero; they therefore cross once. Differentiating $J_{ox}(V(t),t)=J_s(V(t))$ gives $\partial_VJ_{ox}\,V'+\partial_tJ_{ox}=J_s'V'$, hence

$$V'=\frac{dV}{dt}=\frac{-\partial_tJ_{ox}}{\partial_VJ_{ox}-J_s'}>0,\qquad\frac{dJ}{dt}=J_s'V'<0.$$

**Part 3.** The definition of $S$ gives $\ln S=E/v_0+\ln J-\ln(nu_c)+\text{constant}$. Thinning reduces $S$ when $d\ln S/dt>0$, which is (1). Since $N^{-1/n}$ grows with $n$, so does $u_c$, and the last term of (1) is positive.

**Part 2.** At fixed $V$ the current still rises on thinning, and $nu_c$ still falls. It remains to follow $E$. For $V\le\varphi$ it is constant. For $V>\varphi$ set $y=t(V-\varphi)/(V\ell)$; then $F\ell=(V-\varphi)/y$ and

$$E=\varphi+(V-\varphi)\frac{1-\exp(-y)}{y}=\varphi+(V-\varphi)\int_0^1\exp(-yz)\,dz,$$

which increases as $t$ decreases. No term in $\ln S$ opposes the increase. $\blacksquare$

## Reading the criterion

**Direct tunnelling, $V<\varphi$.** Here $dE/dt=V'$. For small $\lambda_c$, $u_c\approx N^{-1/n}$ and $\ln u_c\approx-(a/t)\ln N$, so

$$\frac{d\ln S}{dt}\approx V'\left(\frac1{v_0}+\frac{J_s'}{J_s}\right)-\frac1t-\frac{a\ln N}{t^2}.$$

At 2.2 nm the solution has $V=2.60$ V and $V'=3.29$ V/nm. The first term is 15.1 nm⁻¹ and the two losses total $0.45+2.85=3.3$ nm⁻¹. The net slope is 11.8 nm⁻¹: the slope steepens as the film thins, and removing 0.1 nm cuts $S$ by a factor of nearly 4.

The voltage changes this fast because of the form of $b$. At nearly constant current and $\varepsilon=0$, $b$ must stay nearly constant. Using $\partial_tb=b/t$ and $\partial_Vb=-b/V+(2Kt/V)\sqrt{\varphi-V}$,

$$V'\approx\frac{V/t}{1-r},\qquad r=\frac{2Kt\sqrt{\varphi-V}}{b}.$$

The ratio $r$ compares the square root of the barrier height at the anode with its mean across the film, so $0<r<1$. The voltage therefore falls faster than in proportion to $t$, and the field falls too. This estimate gives 2.6 V/nm at 2.2 nm; the full value of 3.29 V/nm also includes the electrons with $\varepsilon>0$ and the slight change of current.

**Thicker films, $V>\varphi$.** At $\varepsilon=0$, $b$ now depends on $F$ alone, so a nearly constant current means a nearly constant field, as the table shows between 2.5 and 5 nm. Then $dE/dt\approx F\exp[-(t-\varphi/F)/\ell]$, which dies away with thickness as the arrival energy approaches its limit $\varphi+F\ell$. Close to $V_{oc}$ the current is no longer nearly constant, and the falling field then lowers $E$ slightly, as at 8 nm. At 5 nm, with the slow fall of the field included, both sides of (1) are slightly below 1 nm⁻¹. This balance marks the maximum, found at 4.95 nm with $S=3.45$.

**A low plasma voltage.** If $J_{ox}(V_{oc})\ll RJ_i$, expanding the load line gives $V_{oc}-V\approx T_eJ_{ox}/(RJ_i)$, a small drop, and part 2 applies. With $V_{oc}=4$ V and all else unchanged, thinning from 6 to 4 nm raises $S$ from $7\times10^{-11}$ to $2\times10^{-4}$. Between 2 and 10 nm the worst thickness is now 2.8 nm, with $S=0.03$. In these examples the refuted claim does hold on the thick side of the maximum, and the position of that maximum depends on the plasma.

## Real oxides

The ion current is an ordinary order of magnitude for a dense etch plasma, but $R=3000$ and $V_{oc}=10$ V describe a severe test rather than a typical circuit. Fields near 13 MV/cm are close to the rough breakdown strength of SiO$_2$, so $S$ in the thicker films is a comparison, not a lifetime forecast. The steady state is justified: at 2 nm the charging time $CV/J_s$ is about 1 µs for the gate capacitance alone, and about 14 µs with the antenna on 0.5 µm of field oxide, far below the 30 s exposure.

The 2 nm voltage is sensitive to the current prefactor, because the current there depends only weakly on $V$. The form $\exp(-b)$ omits the wave prefactor and the extra barrier that conserved transverse momentum gives when the masses differ. Keeping the transverse term multiplies the 2 nm current by 0.42 and gives $V=2.17$ V, $S=0.006$; using instead the exact transmission from a metal with a 5 eV Fermi energy multiplies it by 3.7 and gives $V=1.16$ V, $S=6\times10^{-5}$. At 5 nm $S$ moves only to 5.0 and 2.6. A related assumption that matters strongly is the metal-like cathode. Silicon offers fewer electrons. A numerical Schrödinger transmission, with a 0.2 eV deep electron sea, mass $0.92\,m_e$ along the current and a supply mass of $0.38\,m_e$, reduces the 2 nm current at 1.79 V to 0.057 of the model value if the 3.1 eV barrier is still counted from the Fermi level. Solving again gives $V=2.85$ V and $S=0.13$: still below breakdown, but 130 times worse. If 3.1 eV is counted from the silicon band edge, as the usual band offset is, the barrier from the Fermi level is 2.9 eV; the factor is then 0.15, with $V=2.48$ V and $S=0.023$, 24 times worse. Image forces act the other way and would raise the transmission at the Fermi level about 48 times for perfect-metal electrodes and an optical oxide permittivity of 2.1, or about 20 times with the weaker images in silicon, if 3.1 eV were the bare barrier; an effective barrier fitted to currents already contains part of this. At 400 K the current at 2 nm and fixed voltage is 4% above its zero-temperature value. Depletion of a gate doped to $10^{20}$ cm⁻³ would add about 0.3 V to the antenna voltage there; its possible effect on the electron energy in the gate, and so on the damage, is not included.

The trap law matters strongly too. With $s=0.8$ eV per decade the worst thickness moves to 3.95 nm and $S$ at 2 nm is 0.25. Combining this slope with the silicon supply multiplies $S$ by about $10^{(2.85-1.79)/0.8}\approx21$, to roughly 5 (about 1.8 with the 2.9 eV barrier), and the 2 nm film is no longer safe at this exposure, although it is still damaged about half as much as the 5 nm film under the same assumptions. The cell size and gate area matter as much. With $s=0.5$ eV and the metal-like cathode, $a=1.5$ nm gives $S=0.057$ at 2 nm and $a=2$ nm gives $S=2.0$, while the ratio to 5 nm falls from 3500 to 650 and 130; a gate of $10^4$ µm² at the same $R$ gives $S=0.1$ at 2 nm. A relaxed antenna rule for thin oxides therefore needs a measured tunnel current, trap yield and critical trap density for the actual film and area. The model also omits trapped charge, alternating polarity, bent percolation paths and harm below the breakdown dose, and it makes no claim below 2 nm or for other dielectrics.

All numerical values are calculated from the stated model.
